\section*{Glide force on a threading arm and misfit dislocation energy}

A strained film occupies $0<z<h$, where $z$ is the depth below the free surface and the substrate fills $z>h$. A threading arm of a dislocation runs on its glide plane from the surface down to the interface, where the line turns and continues along $x$ as a misfit dislocation. The trailing misfit line has length $L$, and a second arm at its far end returns to the surface. On the glide plane let $\zeta$ be the coordinate perpendicular to $x$, so that the film spans a width $\ell$ in $\zeta$; for a vertical plane $\ell=h$. The plane has slipped by the Burgers length $b$ between the two arms and is unslipped outside them. The shear stress $\tau$ resolved on the slip direction is counted positive when it favours further slip. Linear elasticity is assumed, and everything except the dislocation is uniform along $x$: thickness, moduli and misfit stress. The elastic relations keep the same form in atomic units; numbers are given in eV and angstrom.

Two quantities are to be compared. The first is the total glide force $F$ on the arm along $x$, positive when it lengthens the misfit line. The Peach-Koehler force in the glide plane is $\tau b$ per arc length, normal to the line. Its $x$-component over an element of the arm is therefore $\tau b\,d\zeta$, whatever the slope of the element, and
\begin{equation}
F=\int_0^\ell b\,\tau(\zeta)\,d\zeta .
\end{equation}
Here $\tau$ is evaluated on the arm and contains the misfit stress and the dislocation's own stress, with the effect of the free surface. The misfit line contributes nothing to $F$, because a force normal to a line along $x$ has no $x$-component. The second quantity is $W$, the energy per length of an infinite, isolated misfit dislocation, measured from the coherent strained film. The claim is that $F\to-W$ as $L$ grows, so that the two vanish at the same thickness. The condition concerns the resultant force; it does not require the force to vanish at each point of the arm. The word "long" refers to the misfit line behind the arm.

The self-stress is linear in the slip, so an element of slip at $(x',\zeta')$ produces at $(x,\zeta)$ a resolved stress $-K(x-x';\zeta,\zeta')$ per unit slip and area. Only $x-x'$ enters, because the system is uniform along $x$. Elastic reciprocity gives
\begin{equation}
K(u;\zeta,\zeta')=K(-u;\zeta',\zeta).
\end{equation}
The kernel is taken to be regularized over the dislocation core, so that it can be integrated through $u=0$, and to be integrable at large $|u|$. Building up the slip gradually gives the usual factor one half in the self-energy. For an infinite slipped strip, the self-energy per length is
\begin{equation}
w=\frac{b^2}{2}\int_0^\ell\! d\zeta\int_0^\ell\! d\zeta'\int_{-\infty}^{\infty}\!du\,K(u;\zeta,\zeta').
\end{equation}

Let the arm have any shape $x=c(\zeta)$, with slipped material at $x'<c(\zeta')$, and let the other arm be infinitely far away. With $u=c(\zeta)-x'$, the self-force is
\begin{equation}
F_{\rm self}=-b^2\int_0^\ell\! d\zeta\int_0^\ell\! d\zeta'
\int_{c(\zeta)-c(\zeta')}^{\infty}\!du\,K(u;\zeta,\zeta').
\end{equation}
Exchange the names $\zeta$ and $\zeta'$, use reciprocity, and replace $u$ by $-u$. The inner integral becomes
\begin{equation}
\int_{c(\zeta')-c(\zeta)}^{\infty}\!du\,K(u;\zeta',\zeta)
=\int_{-\infty}^{c(\zeta)-c(\zeta')}\!du\,K(u;\zeta,\zeta').
\end{equation}
The two forms of $F_{\rm self}$ are equal, and hence equal to their mean. In the mean the two ranges of $u$ join into the whole line, with a factor one half:
\begin{equation}
F_{\rm self}=-\frac{b^2}{2}\int_0^\ell\! d\zeta\int_0^\ell\! d\zeta'
\int_{-\infty}^{\infty}\!du\,K(u;\zeta,\zeta')=-w .
\end{equation}
The misfit stress $\tau_m(\zeta)$ adds $b\int\tau_m d\zeta$ to the force. The work it does when unit length of the strip slips is the same integral, and this work lowers the energy. Therefore
\begin{equation}
F=b\int_0^\ell\tau_m\,d\zeta-w=-W .
\label{main}
\end{equation}
This proves the equivalence: $F=0$ if and only if $W=0$. The shape $c(\zeta)$ has dropped out. Moving the arm rigidly by $\delta L$ leaves its surroundings unchanged and in effect inserts a slice $\delta L$ of straight misfit dislocation far behind it. The energy change is $W\,\delta L$, and by virtual work it is also $-F\,\delta L$.

If slip creates a surface step, its energy per length belongs in $W$, and the equal pull of the step on the end of the arm belongs in $F$. Leaving it out of one side alone destroys the equality. Lattice friction lies outside the proof. A Peierls resistance comes from an energy periodic in $x$, which breaks the assumed uniformity; it opposes motion in either direction, adds nothing to $W$ when averaged over a period, and the work done against it is dissipated.

For a finite misfit line with two straight arms perpendicular to $x$, define $k(u)=b^2\int\!\int K\,d\zeta\,d\zeta'$, which is even in $u$ by reciprocity. The slip now extends back only to distance $L$, so
\begin{equation}
F(L)=b\int_0^\ell\tau_m d\zeta-\int_0^L k(u)\,du
=-W+\int_L^\infty k(u)\,du ,
\label{finite}
\end{equation}
because $\int_0^\infty k\,du=w$. The last term is the error made by treating the misfit line as infinitely long.

The load term is easily found for an equibiaxial film, $\sigma_{xx}=\sigma_{yy}=\sigma$, on an inclined glide plane. The Peach-Koehler force on a line element $d\mathbf r$ is $(\boldsymbol\sigma\mathbf b)\times d\mathbf r$. Its $x$-component is $\sigma b_y\,dz$, since $\boldsymbol\sigma\mathbf b$ has no $z$-component. With the orientation and the sign of $b_y$ chosen so that the slip relieves the misfit, the total is $\sigma b_yh$. The energy route starts from the density for in-plane strains $\epsilon_x,\epsilon_y$, shear modulus $\mu$ and Poisson ratio $\nu$,
\begin{equation}
\frac{\mu}{1-\nu}(\epsilon_x^2+\epsilon_y^2+2\nu\epsilon_x\epsilon_y).
\end{equation}
Its derivative with respect to $\epsilon_y$ at $\epsilon_x=\epsilon_y=\epsilon$ is $2\mu\epsilon(1+\nu)/(1-\nu)=\sigma$. One dislocation in a wide film of width $D$ reduces $\epsilon_y$ by $b_y/D$ and releases $Dh\,\sigma b_y/D=\sigma b_yh$ per length. For $\mu=0.3$ eV/\AA$^3$, $\nu=0.3$, $\epsilon=0.01$, $b_y=1.5$ \AA\ and $h=100$ \AA, the stress is $0.01114$ eV/\AA$^3$. The force summed along a curved arm and the film energy released both come to $1.671$ eV/\AA.

A case in which every term can be written down has film and substrate with the same isotropic moduli, a vertical glide plane $y=0$, and a Burgers vector along $x$. The misfit line is then a screw. It is driven by a misfit shear, which is present when the principal misfit strains $\epsilon_1,\epsilon_2$ differ and lie at $45^\circ$ to $x$. The tensor shear strain is $(\epsilon_1-\epsilon_2)/2$, so the driving stress is $\tau_m=\mu\gamma$ with $\gamma=\epsilon_1-\epsilon_2$.

Consider first the energy of the infinite line. The displacement is along $x$ and obeys Laplace's equation in $y$ and $z$. A mirror image of the slip in $z=0$ makes the displacement even in $z$ and so removes the surface traction $\mu\,\partial_zu_x$. The mirrored slip is $b$ for $|z|<h$, with Fourier transform $s(k)=2b\sin(kh)/k$. On the sides $y>0$ and $y<0$ of the slip plane $u_x=\pm\tfrac12 s\,e^{-|k||y|}$, so the stress on the plane is $\mu\,\partial_yu_x=-\tfrac12\mu|k|s$. The core is smoothed by a factor $e^{-|k|a}$, with core length $a$. Half the energy of the mirrored problem belongs to the real half-space:
\begin{align}
w&=\frac12\cdot\frac12\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,
\frac{\mu|k|}{2}e^{-|k|a}\frac{4b^2\sin^2kh}{k^2}\nonumber\\
&=\frac{\mu b^2}{2\pi}\int_0^\infty e^{-ka}\frac{\sin^2kh}{k}\,dk .
\label{fourier}
\end{align}
Write $\sin^2kh=(1-\cos kp)/2$ with $p=2h$. The derivative of $\int_0^\infty e^{-ka}(1-\cos kp)\,dk/k$ with respect to $p$ is $\int_0^\infty e^{-ka}\sin kp\,dk=p/(p^2+a^2)$, and the integral vanishes at $p=0$. It is therefore $\tfrac12\ln(1+p^2/a^2)$, which gives
\begin{equation}
w=\frac{\mu b^2}{8\pi}\ln\!\left(1+\frac{4h^2}{a^2}\right),\qquad
W=w-\mu\gamma bh .
\label{W}
\end{equation}

Now consider the force on a straight arm at $x=0$, with slip at $x<0$. Split the slip into a uniform part $b/2$ and a part odd in $x$. Reflection in $x=0$ reverses the slip vector as well as the position, so the odd part is unchanged by it. A field with this mirror symmetry has $\sigma_{xy}=0$ on $x=0$. The stress on the arm is thus half that of an infinite misfit line, with the free surface fully included. Inverting the transform of the infinite line's stress gives
\begin{align}
\tau_\infty(z)&=-\frac{\mu b}{\pi}\int_0^\infty e^{-ka}\sin kh\,\cos kz\,dk\nonumber\\
&=-\frac{\mu b}{2\pi}\left[\frac{d_1}{d_1^2+a^2}+\frac{d_2}{d_2^2+a^2}\right],
\end{align}
where $d_1=h-z$ and $d_2=h+z$; the second line uses $2\sin kh\cos kz=\sin kd_1+\sin kd_2$. With half of this stress, the force per depth on the arm is
\begin{equation}
f(z)=\mu\gamma b-\frac{\mu b^2}{4\pi}
\left[\frac{d_1}{d_1^2+a^2}+\frac{d_2}{d_2^2+a^2}\right].
\label{local}
\end{equation}
Over the depth of the film $d_1$ runs through $(0,h)$ and $d_2$ through $(h,2h)$. Together they cover $(0,2h)$ once, and
\begin{equation}
F=\mu\gamma bh-\frac{\mu b^2}{4\pi}\int_0^{2h}\frac{q\,dq}{q^2+a^2}
=\mu\gamma bh-\frac{\mu b^2}{8\pi}\ln\!\left(1+\frac{4h^2}{a^2}\right)=-W .
\end{equation}
The factor one half has two different origins. In the energy it appears because the self-stress grows with the slip; in the force it appears because the misfit line lies on one side of the arm only.

The critical thickness $h_c$ satisfies $\gamma h_c=(b/8\pi)\ln(1+4h_c^2/a^2)$. With $y=2h_c/a$ this reads $4\pi\gamma a/b=\ln(1+y^2)/y$. The right side starts at zero, rises to a single maximum and falls back to zero. Indeed, its slope has the sign of $2t/(1+t)-\ln(1+t)$ with $t=y^2$, and this function increases from zero for $t<1$ and decreases without limit for $t>1$. Below the maximum there are two roots. The larger is the physical one if it lies well above the core size. For $h\gg a$ the logarithm becomes $2\ln(2h/a)$, and with $\lambda=b/(4\pi\gamma)$,
\begin{equation}
\frac{h_c}{\lambda}=\ln\frac{2h_c}{a}
\;\Rightarrow\;
-\frac{h_c}{\lambda}e^{-h_c/\lambda}=-\frac{a}{2\lambda}
\;\Rightarrow\;
h_c=-\lambda\,\mathcal W_{-1}\!\left(-\frac{a}{2\lambda}\right).
\end{equation}
Here $\mathcal W_{-1}$ is the lower real branch of the Lambert function, which selects the larger root; it requires $a/2\lambda\le 1/e$.

Take the round values $\mu=0.3$ eV/\AA$^3$, $\nu=0.3$, $b=a=3$ \AA\ and principal misfit strains $\pm0.005$, so that $\gamma=0.01$. Then $\mu\gamma b=0.3\times0.01\times3=0.009$ eV/\AA$^2$, $\mu b^2/4\pi=0.2149$ eV/\AA\ and $\lambda=3/(0.04\pi)=23.87$ \AA. The root of the integrated local force (\ref{local}) and the root found from the Fourier energy (\ref{fourier}) agree at $h_c=100.3$ \AA, or $189.6$ bohr. The Lambert form gives the same value to this precision. At $h_c$ the load term is $0.009\times100.35=0.903$ eV/\AA, equal to the self-energy $w$, which is $0.01756$ hartree/bohr. The smaller root lies at $0.19$ \AA, far inside the core, and has no physical meaning. At $h_c/2$ the force is $-0.303$ eV/\AA\ and the arm is drawn back; at $2h_c$ it is $+0.754$ eV/\AA\ and the misfit line grows. The complete values are in the numerical output.

The resultant vanishes at $h_c$, but the force along a straight arm does not. It is $+0.0047$ eV/\AA$^2$ at the surface, $+0.0033$ at half depth and $-0.0118$ at $0.9h_c$, and it passes through zero at $0.73h_c$. The misfit stress pushes the upper part forward while the misfit line holds the lower part back, so a flexible arm would bow. By the general proof, bowing leaves the resultant unchanged. Within a small fraction of $a$ from the interface the $d_1$ term of the smoothed back-stress drops to zero and (\ref{local}) changes sign again, which is a feature of the core model.

The correction for finite $L$ requires $k(u)$ at $u\gg h$, where each slipped element acts as a shear source at the surface. The response of a half-space to a tangential surface force $Te^{iqx}$ per area, with $q>0$, is needed first. Try $u_x=(A+Bz)e^{iqx-qz}$ and $u_z=i(C+Dz)e^{iqx-qz}$, and write the divergence as $\Delta\,e^{iqx-qz}$. The equilibrium equation $\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)/(1-2\nu)=0$ gives $B=D=i\Delta/[2(1-2\nu)]$. Since also $\Delta=i[q(A-C)+B]$, it follows that $q(A-C)=-(3-4\nu)B$. Zero normal stress at $z=0$ gives $qC=(1-2\nu)B$, and hence $qA=-2(1-\nu)B$. The surface shear stress is $\mu(B-qA-qC)=2\mu B$ and must equal $-T$, because the outward normal is $-z$. Therefore
\begin{equation}
u_x(0)=A=\frac{1-\nu}{\mu q}\,T ,
\label{comp}
\end{equation}
with the phase factor omitted. A force perpendicular to the wave vector produces a simple shear field $e^{-qz}$ and the response $T/(\mu q)$.

An element with slip $b$ and area $dA$ is equivalent to a force dipole $M=\mu b\,dA$ in the $xy$ component, with Fourier force $-iM(k_y,k_x)$. Its components along and across the wave vector are $-2iMk_xk_y/q$ and $-iM(k_x^2-k_y^2)/q$, where now $q^2=k_x^2+k_y^2$. Multiplying by the two responses and forming the shear strain $i(k_xu_y+k_yu_x)$ gives
\begin{equation}
\frac{M}{\mu q^3}\left[4(1-\nu)k_x^2k_y^2+(k_x^2-k_y^2)^2\right]
=\frac{M}{\mu}\left[q-\frac{4\nu k_x^2k_y^2}{q^3}\right].
\end{equation}
Away from the origin, $q$ transforms to $-1/(2\pi r^3)$ and $q^{-3}$ to $-r/2\pi$. On $y=0$ one has $\partial_x^2\partial_y^2r=2/|x|^3$, so the strain is $-M(1-8\nu)/(2\pi\mu|x|^3)$. The interaction energy of two elements is minus the stress times the slip and area of the second. With $dA=h\,dx$ this gives $k(u)\simeq\mu b^2h^2(1-8\nu)/(2\pi u^3)$, and (\ref{finite}) becomes
\begin{equation}
F(L)\simeq-W+\frac{\mu b^2h^2}{4\pi L^2}(1-8\nu),\qquad L\gg h .
\end{equation}
Forces computed from the full half-space stress at $L=100h$ and $200h$, extrapolated to remove the next order in $h/L$, give $-1.400$ for the factor $1-8\nu$ at $\nu=0.3$ and $0.199$ at $\nu=0.1$, against $-1.4$ and $0.2$.

At $h=h_c$ and $\nu=0.3$ the remaining force is $-0.086$ eV/\AA\ for $L=2h_c$ and $-0.0035$ eV/\AA\ for $L=10h_c$. The leading law gives $-0.0030$ in the second case. With this $\nu$ a finite line therefore needs a thicker film; for $\nu<1/8$ the leading law has the opposite sign, but the next order in $h/L$ is large, and the full correction follows that sign only for very long lines: at $\nu=0.1$ it is still negative at $L=20h$ and positive at $L=50h$. Near $h_c$ the force rises with thickness at the rate $0.009-0.2149/100.3=0.0069$ eV/\AA$^2$, so for $L=10h_c$ the shift is about $0.0035/0.0069=0.5$ \AA.

Equation (\ref{comp}) also allows a direct check of the bowed arm. Slip parallel to its wave vector moves the two sides of the glide plane by $\pm s/2$ without normal stress on it, so its stiffness is $\mu k/[2(1-\nu)]$; slip across the wave vector has $\mu k/2$. Resolving slip along $x$ gives the stiffness $\mu[k_z^2+k_x^2/(1-\nu)]/2k$. For the mirrored slip in the bulk, with the surface-load correction left out, an arm of parabolic shape leading by $h/2$ at the surface was integrated with $h=1$ \AA\ and $a=0.1$ \AA. The self-force is $-0.643929$ eV/\AA, and the straight-line self-energy is $0.643929$ eV/\AA.

The chosen modulus, about 48 GPa, is of the size found in many metals and semiconductors. The geometry is special: a film under equal biaxial misfit has $\gamma=0$ on this vertical plane, and relaxation by glide must use inclined planes, with the load $\sigma b_yh$ and the self-energy of a misfit dislocation that has an edge component. The value of $a$ stands for core physics that elasticity cannot supply; to first order, halving it raises $h_c$ by $0.2149\ln2/0.0069\approx22$ \AA, about a fifth. Real films also have lattice friction and other dislocations in the path of the arm. A friction stress $\tau_f$ prevents the arm from advancing as a whole until $F=\tau_fbh$. At $2h_c=200.7$ \AA\ the available force corresponds to $\tau_f=0.754/(3\times200.7)=0.00125$ eV/\AA$^3$, so friction equal to 42\% of the misfit stress doubles the thickness at which the whole arm can advance and lengthen the misfit line. Parts of the arm can bow earlier: at $h_c$ the local force at the surface, $0.0047$ eV/\AA$^2$, already exceeds $\tau_fb=0.0038$ eV/\AA$^2$. The equilibrium thickness $W=0$ is unchanged by it, and a film between the two thicknesses is metastable in this model.

\section*{Numbers as computed}
\begin{verbatim}
shear modulus mu = 0.300 eV/A^3; Poisson ratio nu = 0.30
Burgers length b = 3.00 A; core length a = 3.00 A
principal misfit strains = 0.0050, -0.0050
misfit shear strain gamma = 0.0100
misfit shear stress tau = 0.00300 eV/A^3
load force per arm length tau*b = 0.00900 eV/A^2
prefactor mu b^2/(4 pi) = 0.21486 eV/A
length lambda = b/(4 pi gamma) = 23.8732 A
critical thickness from force = 100.3456 A
critical thickness from energy = 100.3456 A
critical thickness, Lambert form = 100.3421 A
critical thickness = 189.626 bohr
spurious root below core size = 0.1900 A
line self-energy at h_c = 0.90311 eV/A
line self-energy at h_c = 0.017563 hartree/bohr
load term tau*b*h_c = 0.90311 eV/A
h = 0.5 h_c = 50.173 A: F = -0.30270 eV/A, W = 0.30270 eV/A
h = 2.0 h_c = 200.691 A: F = 0.75420 eV/A, W = -0.75420 eV/A
local arm force at h_c, depth 0.0 h_c = 0.00472 eV/A^2
local arm force at h_c, depth 0.5 h_c = 0.00331 eV/A^2
local arm force at h_c, depth 0.9 h_c = -0.01178 eV/A^2
depth of zero local force at h_c = 72.989 A = 0.7274 h_c
h = h_c, L = 2 h_c: net force = -8.5919e-02 eV/A, leading law = -7.5201e-02 eV/A
h = h_c, L = 5 h_c: net force = -1.4910e-02 eV/A, leading law = -1.2032e-02 eV/A
h = h_c, L = 10 h_c: net force = -3.5211e-03 eV/A, leading law = -3.0080e-03 eV/A
h = h_c, L = 20 h_c: net force = -8.2686e-04 eV/A, leading law = -7.5201e-04 eV/A
h = h_c, L = 50 h_c: net force = -1.2554e-04 eV/A, leading law = -1.2032e-04 eV/A
nu = 0.1: finite-length coefficient = 0.1994, 1-8nu = 0.2000
nu = 0.3: finite-length coefficient = -1.4004, 1-8nu = -1.4000
bowed arm, h = 1 A, a = 0.1 A: self force = -0.643929 eV/A
straight line, same h and a: self-energy = 0.643929 eV/A
equibiaxial check: strain = 0.010, stress = 0.011143 eV/A^3
equibiaxial check: h = 100.0 A, b_y = 1.500 A
equibiaxial check: load force on curved arm = 1.67143 eV/A
equibiaxial check: film energy released = 1.67143 eV/A
\end{verbatim}
